**Oxide thickness per reflectance fringe: a wave-equation test**

The program tests the statement that the reflectance R of a transparent oxide film of thickness d repeats every P = λ/(2n₁), where λ is the vacuum wavelength and n₁ the oxide index. It integrates the wave equation through the film and asserts agreement with the summed-reflection formula and with the predicted heights and positions of the extrema. For λ = 633 nm and n₁ = 1.46, both the formula and the integrated wave give P = 216.781 nm, on silicon and on a metal-like substrate. A symbolic derivative confirms the expression which shows that R is monotonic in the cosine of the round-trip phase. Further assertions cover an index-matched ambient, oblique light in s polarization, thickness spread and averaging over a slurry gap below a window. In the example, polishing from 1000 to 400 nm gives 2.768 fringes with a reflectance swing of 0.0670 under slurry. The output also shows that a changing slurry gap can cause a larger swing, 0.0882, at the target thickness. The optical constants and removal rate are rough typical values, and scattering by abrasive particles and patterned topography are not modelled.

## Program and output

```python
"""
Result under test: the normal-incidence reflectance R of a transparent oxide
film of thickness d on a fixed substrate repeats every P = lambda/(2 n_oxide),
with one maximum and one minimum per period.

Symbols: wavelength = vacuum wavelength (nm); n_* = refractive indices;
r_top, r_bottom = amplitude reflections at ambient/oxide and oxide/substrate;
d = oxide thickness (nm). Fields vary as exp(-i omega t).
The independent road integrates the wave equation through the oxide, upward
from the substrate, and splits the field at height d into incoming and
reflected ambient waves. Optical constants are rough typical values.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import solve_ivp
from scipy.optimize import brentq

wavelength = 633.0
n_oxide = 1.46
n_slurry = 1.33
n_air = 1.0
n_silicon = 3.88 + 0.02j
n_metal = 1.5 + 7.0j
n_window = 1.50
start, target, rate = 1000.0, 400.0, 200.0   # nm, nm, nm/min
period = wavelength / (2 * n_oxide)
k0 = 2 * np.pi / wavelength


def wave_reflection(n_ambient, n_substrate, angle_deg=0.0):
    """Return r(d) from the integrated wave equation (s polarization)."""
    q = n_ambient * np.sin(np.radians(angle_deg))
    kz_ambient = np.sqrt(n_ambient**2 - q**2)
    kz_substrate = np.sqrt(complex(n_substrate)**2 - q**2)

    def slope(height, field):
        return [k0 * field[1], -k0 * (n_oxide**2 - q**2) * field[0]]

    solution = solve_ivp(slope, (0.0, 1000.0),
                         np.array([1.0, -1j * kz_substrate], dtype=complex),
                         method="DOP853", rtol=1e-11, atol=1e-12,
                         max_step=20.0, dense_output=True)
    assert solution.success

    def reflection(d):
        d = np.asarray(d, dtype=float)
        e, f = solution.sol(d.ravel())
        incoming = e - f / (1j * kz_ambient)
        reflected = e + f / (1j * kz_ambient)
        return (reflected / incoming).reshape(d.shape)
    return reflection


def airy_reflection(d, n_ambient, n_substrate, lam=wavelength):
    r_top = (n_ambient - n_oxide) / (n_ambient + n_oxide)
    r_bottom = (n_oxide - n_substrate) / (n_oxide + n_substrate)
    turn = np.exp(4j * np.pi * n_oxide * d / lam)
    return (r_top + r_bottom * turn) / (1 + r_top * r_bottom * turn)


grid = np.linspace(0.0, 1000.0, 5001)


def measured_period(reflectance):
    """Mean spacing of upward crossings of the middle reflectance level."""
    values = reflectance(grid)
    middle = 0.5 * (values.max() + values.min())
    places = np.where((values[:-1] < middle) & (values[1:] >= middle))[0]
    roots = [brentq(lambda x: float(reflectance(np.array([x]))[0]) - middle,
                    grid[i], grid[i + 1], xtol=1e-9) for i in places]
    assert len(roots) >= 3
    gaps = np.diff(roots)
    assert np.ptp(gaps) < 1e-3
    return gaps.mean()


# Wave equation against the summed round trips, and the period itself
r_wave = wave_reflection(n_slurry, n_silicon)


def R_wave(d):
    return np.abs(r_wave(d))**2


R_grid = R_wave(grid)
assert np.max(np.abs(r_wave(grid)
                     - airy_reflection(grid, n_slurry, n_silicon))) < 1e-6
period_wave = measured_period(R_wave)
assert abs(period_wave - period) < 1e-3
short = np.linspace(0.0, 750.0, 301)
assert np.max(np.abs(R_wave(short + period) - R_wave(short))) < 1e-6

# The round-trip series, summed term by term
r_top = (n_slurry - n_oxide) / (n_slurry + n_oxide)
r_bottom = (n_oxide - n_silicon) / (n_oxide + n_silicon)
turn = np.exp(2j * k0 * n_oxide * target)
series = r_top + sum((1 - r_top**2) * r_bottom * turn
                     * (-r_top * r_bottom * turn)**m for m in range(30))
assert abs(series - r_wave(np.array([target]))[0]) < 1e-6

# R is monotonic in cos(psi): derivative found symbolically
a, b, c = sp.symbols("a b c", real=True)
R_symbol = (a**2 + b**2 + 2*a*b*c) / (1 + a**2*b**2 + 2*a*b*c)
claimed = 2*a*b*(1 - a**2)*(1 - b**2) / (1 + a**2*b**2 + 2*a*b*c)**2
assert sp.simplify(sp.diff(R_symbol, c) - claimed) == 0

# Positions and heights of extrema, against the integrated wave
inner = R_grid[1:-1]
minima = grid[1:-1][(inner < R_grid[:-2]) & (inner < R_grid[2:])]
maxima = grid[1:-1][(inner > R_grid[:-2]) & (inner > R_grid[2:])]
phase = np.angle(r_bottom)
orders = np.arange(-2, 8)
predicted = period * (orders - phase / (2 * np.pi))
predicted = predicted[(predicted > 0) & (predicted < 1000)]
assert len(minima) == len(predicted) and len(maxima) == len(minima) - 1
assert np.max(np.abs(minima - predicted)) < 0.21   # grid step is 0.2 nm
assert np.all((maxima > minima[:-1]) & (maxima < minima[1:]))


def extreme_values(n_ambient):
    top = abs((n_ambient - n_oxide) / (n_ambient + n_oxide))
    bottom = abs(r_bottom)
    return (((bottom - top) / (1 - bottom * top))**2,
            ((bottom + top) / (1 + bottom * top))**2)


R_min, R_max = extreme_values(n_slurry)
air_min, air_max = extreme_values(n_air)
r_air = wave_reflection(n_air, n_silicon)
R_air = np.abs(r_air(grid))**2
assert abs(R_grid.min() - R_min) < 2e-6 and abs(R_grid.max() - R_max) < 2e-6
assert abs(R_air.min() - air_min) < 2e-6 and abs(R_air.max() - air_max) < 2e-6

# Other substrate, matched ambient, oblique light
r_metal = wave_reflection(n_slurry, n_metal)
period_metal = measured_period(lambda d: np.abs(r_metal(d))**2)
assert abs(period_metal - period) < 1e-3
r_matched = wave_reflection(n_oxide, n_silicon)
matched_swing = np.ptp(np.abs(r_matched(grid))**2)
assert matched_swing < 1e-6
oblique = {}
for angle in (5.0, 30.0):
    r_tilt = wave_reflection(n_slurry, n_silicon, angle)
    oblique[angle] = measured_period(lambda d: np.abs(r_tilt(d))**2)
    formula = wavelength / (2 * np.sqrt(
        n_oxide**2 - (n_slurry * np.sin(np.radians(angle)))**2))
    assert abs(oblique[angle] - formula) < 1e-3

# Uniform thickness spread across the light spot
centres = np.linspace(300.0, 300.0 + period, 401)


def spread_contrast(width):
    offsets = width * ((np.arange(200) + 0.5) / 200 - 0.5)
    averaged = R_wave(centres[:, None] + offsets[None, :]).mean(axis=1)
    return np.ptp(averaged) / np.ptp(R_wave(centres))


spread = 50.0
contrast = spread_contrast(spread)
assert abs(contrast - np.sinc(spread / period)) < 0.005
contrast_full = spread_contrast(period)
assert contrast_full < 1e-4

# Source bandwidth, near the starting thickness
bandwidth = 1.0
thick = np.linspace(900.0, 900.0 + period, 4001)
lams = wavelength + bandwidth * ((np.arange(100) + 0.5) / 100 - 0.5)
band_R = np.mean([np.abs(airy_reflection(thick, n_slurry, n_silicon, lam))**2
                  for lam in lams], axis=0)
single_R = np.abs(airy_reflection(thick, n_slurry, n_silicon))**2
band_loss = 1 - np.ptp(band_R) / np.ptp(single_R)
assert abs(band_loss) < 1e-3

# Slurry gap below an optical window: coherent swing and phase average
r_window = (n_window - n_slurry) / (n_window + n_slurry)
gap_turns = np.exp(2j * np.pi * np.arange(720) / 720)


def gap_reflectance(d):
    wave = r_wave(d)[..., None] * gap_turns
    return np.abs((r_window + wave) / (1 + r_window * wave))**2


gap_swing = np.ptp(gap_reflectance(np.array([target]))[0])
gap_mean = gap_reflectance(grid).mean(axis=1)
closed_mean = 1 - (1 - r_window**2) * (1 - R_grid) / (1 - r_window**2 * R_grid)
assert np.max(np.abs(gap_mean - closed_mean)) < 1e-9
period_gap = measured_period(lambda d: gap_reflectance(d).mean(axis=-1))
assert abs(period_gap - period) < 1e-3
gap_period = wavelength / (2 * n_slurry)

# Worked polishing run
removed = start - target
fringes = removed / period
seconds = 60 * removed / rate
passed = minima[(minima > target) & (minima < start)][::-1]
passed_exact = predicted[(predicted > target) & (predicted < start)][::-1]
assert len(passed) == len(passed_exact)
after_last = passed_exact[-1] - target
index_error = 0.01
index_shift = fringes * wavelength / (2 * (n_oxide + index_error)) - removed
tilt_shift = removed * (oblique[5.0] / period - 1)
heating, index_slope = 30.0, 1e-5
heat_shift = (fringes * wavelength / (2 * (n_oxide + heating * index_slope))
              - removed)
slow_rate = 0.9 * rate
left_over = removed - slow_rate * seconds / 60
depth = wavelength / (4 * np.pi * n_silicon.imag)
photon = constants.h * constants.c / (wavelength * 1e-9) / constants.e

print(f"Vacuum wavelength: {wavelength:.0f} nm")
print(f"Photon energy: {photon:.2f} eV")
print(f"Indices oxide, slurry, air: {n_oxide}, {n_slurry}, {n_air} (no unit)")
print(f"Silicon index n, k: {n_silicon.real}, {n_silicon.imag} (no unit)")
print(f"Wavelength inside oxide: {wavelength/n_oxide:.1f} nm")
print(f"Half vacuum wavelength: {wavelength/2:.1f} nm")
print(f"Period from formula: {period:.3f} nm")
print(f"Period from wave equation: {period_wave:.3f} nm")
print(f"Metal-like substrate n, k: {n_metal.real}, {n_metal.imag} (no unit)")
print(f"Period on metal-like substrate: {period_metal:.3f} nm")
print(f"Swing of R with matched ambient: {matched_swing:.1e} (no unit)")
print(f"r at slurry/oxide: {r_top:.4f} (no unit)")
print(f"|r| at oxide/silicon: {abs(r_bottom):.4f} (no unit)")
print(f"Phase of r at oxide/silicon: {phase:.4f} rad")
print(f"R min, max under slurry: {R_min:.4f}, {R_max:.4f} (no unit)")
print(f"Swing of R under slurry: {R_max-R_min:.4f} (no unit)")
print(f"R min, max in air: {air_min:.4f}, {air_max:.4f} (no unit)")
print(f"Swing of R in air: {air_max-air_min:.4f} (no unit)")
print(f"Start, target thickness: {start:.0f}, {target:.0f} nm")
print(f"Removal rate: {rate:.0f} nm/min")
print(f"Oxide removed: {removed:.0f} nm")
print(f"Number of fringes: {fringes:.3f} (no unit)")
print(f"Duration of one fringe: {60*period/rate:.1f} s")
print(f"Polishing time: {seconds:.0f} s")
for d_min in passed_exact:
    print(f"Minimum at thickness {d_min:.1f} nm, "
          f"time {60*(start-d_min)/rate:.1f} s")
print(f"Removal after last minimum: {after_last:.1f} nm")
print(f"Fringes after last minimum: {after_last/period:.3f} (no unit)")
R_ends = R_wave(np.array([start, target]))
print(f"R at start, target: {R_ends[0]:.4f}, {R_ends[1]:.4f} (no unit)")
print(f"Period at 5 deg, 30 deg in slurry: "
      f"{oblique[5.0]:.2f}, {oblique[30.0]:.2f} nm")
print(f"Extra removal at same count, 5 deg tilt: {tilt_shift:.2f} nm")
print(f"Removal change, index +{index_error}: {index_shift:.2f} nm")
print(f"Assumed heating: {heating:.0f} K; dn/dT: {index_slope:.0e} 1/K")
print(f"Removal change from heating: {heat_shift:.2f} nm")
print(f"Contrast left, {spread:.0f} nm spread: {contrast:.3f} (no unit)")
print(f"Contrast left, one-period spread: {contrast_full:.1e} (no unit)")
print(f"Contrast lost, {bandwidth:.0f} nm bandwidth: {band_loss:.1e} (no unit)")
print(f"Intensity penetration depth in silicon: {depth/1000:.2f} um")
print(f"Slower rate for timing test: {slow_rate:.0f} nm/min")
print(f"Excess oxide if stopped by time: {left_over:.0f} nm")
print(f"Window index: {n_window:.2f} (no unit)")
print(f"r at window/slurry: {r_window:.4f} (no unit)")
print(f"Swing of R from slurry gap at target: {gap_swing:.4f} (no unit)")
print(f"Gap change for one gap fringe: {gap_period:.1f} nm")
print(f"Swing of gap-averaged R: {np.ptp(gap_mean):.4f} (no unit)")
print(f"Oxide period after gap averaging: {period_gap:.3f} nm")
print("OK")
```

Output:

```
Vacuum wavelength: 633 nm
Photon energy: 1.96 eV
Indices oxide, slurry, air: 1.46, 1.33, 1.0 (no unit)
Silicon index n, k: 3.88, 0.02 (no unit)
Wavelength inside oxide: 433.6 nm
Half vacuum wavelength: 316.5 nm
Period from formula: 216.781 nm
Period from wave equation: 216.781 nm
Metal-like substrate n, k: 1.5, 7.0 (no unit)
Period on metal-like substrate: 216.781 nm
Swing of R with matched ambient: 9.2e-16 (no unit)
r at slurry/oxide: -0.0466 (no unit)
|r| at oxide/silicon: 0.4532 (no unit)
Phase of r at oxide/silicon: -3.1371 rad
R min, max under slurry: 0.1725, 0.2396 (no unit)
Swing of R under slurry: 0.0670 (no unit)
R min, max in air: 0.0846, 0.3483 (no unit)
Swing of R in air: 0.2637 (no unit)
Start, target thickness: 1000, 400 nm
Removal rate: 200 nm/min
Oxide removed: 600 nm
Number of fringes: 2.768 (no unit)
Duration of one fringe: 65.0 s
Polishing time: 180 s
Minimum at thickness 975.4 nm, time 7.4 s
Minimum at thickness 758.6 nm, time 72.4 s
Minimum at thickness 541.8 nm, time 137.5 s
Removal after last minimum: 141.8 nm
Fringes after last minimum: 0.654 (no unit)
R at start, target: 0.1814, 0.2260 (no unit)
Period at 5 deg, 30 deg in slurry: 217.47, 243.51 nm
Extra removal at same count, 5 deg tilt: 1.90 nm
Removal change, index +0.01: -4.08 nm
Assumed heating: 30 K; dn/dT: 1e-05 1/K
Removal change from heating: -0.12 nm
Contrast left, 50 nm spread: 0.915 (no unit)
Contrast left, one-period spread: 7.0e-13 (no unit)
Contrast lost, 1 nm bandwidth: 9.2e-05 (no unit)
Intensity penetration depth in silicon: 2.52 um
Slower rate for timing test: 180 nm/min
Excess oxide if stopped by time: 60 nm
Window index: 1.50 (no unit)
r at window/slurry: 0.0601 (no unit)
Swing of R from slurry gap at target: 0.0882 (no unit)
Gap change for one gap fringe: 238.0 nm
Swing of gap-averaged R: 0.0666 (no unit)
Oxide period after gap averaging: 216.781 nm
OK
```
